\section*{Kohler's Variational Bound on Resistivity and Its Entropy Meaning}

\section*{Setting}

Electrons of charge $-e$ occupy one band $\varepsilon_k$ in a sample of volume $\Omega$ (an area in two dimensions). A subscript $k$ stands for the wave vector $\mathbf k$, and a prime marks a quantity at $\mathbf k'$. A weak uniform field $\mathbf E$ acts; there is no magnetic field and no temperature gradient. The electrons scatter, without spin flip, from static impurities and from phonons that remain in equilibrium at temperature $T$. Let $w_{kk'}$ be the rate of scattering from $\mathbf k$ to $\mathbf k'$ when the final state is empty. We assume detailed balance for each pair of states. It holds for rates computed in lowest order (golden rule), where the squared matrix element is the same for $\mathbf k\to\mathbf k'$ and $\mathbf k'\to\mathbf k$; it can fail in higher orders, where time reversal only relates $\mathbf k\to\mathbf k'$ to $-\mathbf k'\to-\mathbf k$. With $\beta=1/k_BT$ it reads
\begin{equation}
w_{kk'}e^{-\beta\varepsilon_k}=w_{k'k}e^{-\beta\varepsilon_{k'}} .
\label{db}
\end{equation}
The occupation is described by a real deviation function $\phi_k$, an energy:
\begin{equation}
f_k=\frac{1}{e^{\beta(\varepsilon_k-\mu-\phi_k)}+1},\qquad
f_k-f^0_k\simeq\Big(-\frac{\partial f^0}{\partial\varepsilon}\Big)\phi_k ,
\label{f}
\end{equation}
where $f^0$ is the Fermi function. Define, with the factor 2 for spin,
\begin{equation}
\langle a,b\rangle=\frac{2}{\Omega}\sum_k a_kb_k .
\end{equation}
The equations below read the same in Gaussian and SI units.

\section*{(a) The linearized equation}

\textit{Linearize the collision rate and the field term. Express the current and the Joule heat through $\phi$.}

\textbf{Solution.} With Pauli blocking, the collision rate is
\begin{equation}
C_k=\sum_{k'}\big[w_{k'k}f'(1-f)-w_{kk'}f(1-f')\big].
\end{equation}
From \eqref{f}, $f=(1-f)e^{\beta(\mu+\phi-\varepsilon)}$. Insert this for $f'$ in the first term and for $f$ in the second, then use \eqref{db} to replace $w_{k'k}e^{-\beta\varepsilon'}$:
\begin{equation}
C_k=\sum_{k'}(1-f)(1-f')\,w_{kk'}e^{\beta(\mu-\varepsilon)}\big[e^{\beta\phi'}-e^{\beta\phi}\big].
\end{equation}
The bracket is already of first order, $\beta(\phi'-\phi)$, so the prefactor may be taken in equilibrium. It then equals
\begin{equation}
\mathcal P_{kk'}=(1-f^0)(1-f^{0\prime})w_{kk'}e^{\beta(\mu-\varepsilon)}=f^0(1-f^{0\prime})w_{kk'} .
\end{equation}
By \eqref{db} the middle form is unchanged when $k$ and $k'$ are exchanged, so $\mathcal P_{kk'}=\mathcal P_{k'k}\ge0$. Hence
\begin{equation}
C=-P\phi,\qquad (P\phi)_k=\beta\sum_{k'}\mathcal P_{kk'}(\phi_k-\phi_{k'}).
\label{P}
\end{equation}

The field gives $\hbar\dot{\mathbf k}=-e\mathbf E$. To first order in $\mathbf E$ the drift changes $f$ at the rate
\begin{equation}
-\dot{\mathbf k}\cdot\nabla_kf^0=\frac{e}{\hbar}\mathbf E\cdot\nabla_kf^0
=e\,\mathbf E\cdot\mathbf v\,\frac{\partial f^0}{\partial\varepsilon}
=\mathbf E\cdot\mathbf X,
\end{equation}
with $\mathbf v=\nabla_k\varepsilon/\hbar$ and $\mathbf X=-e\mathbf v(-\partial f^0/\partial\varepsilon)$. In the stationary state drift and collisions cancel:
\begin{equation}
P\phi=\mathbf E\cdot\mathbf X .
\label{be}
\end{equation}
The equilibrium part carries no current, because $\mathbf vf^0$ is the $\mathbf k$-gradient of a function of energy and integrates to zero over the band. Therefore
\begin{equation}
\mathbf J[\phi]=-\frac{2e}{\Omega}\sum_k\mathbf v_k(f_k-f_k^0)=\langle\phi,\mathbf X\rangle .
\label{J}
\end{equation}
Taking the product of \eqref{be} with $\phi$ gives the Joule heat, $\mathbf E\cdot\mathbf J=\langle\phi,P\phi\rangle$.

\section*{(b) Symmetry, sign and solvability}

\textit{Show that $P$ is symmetric and that $D(\psi)=\langle\psi,P\psi\rangle$ is never negative. When does \eqref{be} have a solution, and when does it define a resistivity tensor?}

\textbf{Solution.} Write out $\langle\psi,P\chi\rangle$, exchange the names $k$ and $k'$, and average the two forms:
\begin{equation}
\langle\psi,P\chi\rangle=\frac{\beta}{\Omega}\sum_{kk'}\mathcal P_{kk'}(\psi_k-\psi_{k'})(\chi_k-\chi_{k'}).
\label{sym}
\end{equation}
This is symmetric in $\psi$ and $\chi$, and for $\chi=\psi$ it is a sum of non-negative terms. If $D(\nu)=0$, then $\nu_k=\nu_{k'}$ for every pair joined by scattering, and \eqref{P} gives $P\nu=0$. Such null functions describe conserved quantities. A constant is one (particle number); if all scattering is elastic, any function of energy is another. If the energy changes only in steps of a single phonon energy $\hbar\omega$, as in part (h), every function of energy with period $\hbar\omega$ is null.

If $\phi$ solves \eqref{be} and $P\nu=0$, then
\begin{equation}
\mathbf E\cdot\mathbf J[\nu]=\langle\nu,P\phi\rangle=\langle P\nu,\phi\rangle=0 .
\end{equation}
A null function with a current along $\mathbf E$ therefore excludes a stationary state: the field feeds a current that scattering cannot degrade, and the resistivity for current along $\mathbf J[\nu]$ is zero. We assume from here on that no null function carries current. Functions of energy satisfy this, by the argument used for $f^0$. On a finite set of states $P$ is a symmetric matrix, whose range is the orthogonal complement of its null space, so a solution $\phi_E$ exists for every $\mathbf E$. It is fixed up to null functions, which do not affect $\mathbf J$.

Define $\sigma$ by $\mathbf J[\phi_E]=\sigma\mathbf E$. For two fields,
\begin{equation}
\mathbf E'\cdot\sigma\mathbf E=\langle\phi_E,\mathbf E'\cdot\mathbf X\rangle=\langle\phi_E,P\phi_{E'}\rangle ,
\end{equation}
so $\sigma$ is symmetric and $\mathbf E\cdot\sigma\mathbf E=D(\phi_E)\ge0$. Equality would require $P\phi_E=\mathbf E\cdot\mathbf X=0$, that is, $\mathbf E\cdot\mathbf v=0$ in every state. For a band that disperses in all directions considered this is impossible. Then $\sigma$ is positive definite, and $\rho=\sigma^{-1}$ exists and is positive definite too.

\section*{(c) The upper bound}

\textit{Let $\psi$ be any trial function with current $\mathbf J=\mathbf J[\psi]$. Compare $D(\psi)$ with the value for the exact solution that carries the same current, and deduce a bound on the resistivity.}

\textbf{Solution.} The exact solution with current $\mathbf J$ belongs to the field $\mathbf E=\rho\mathbf J$. Call it $\phi$. By \eqref{be} and \eqref{J},
\begin{equation}
\langle\psi,P\phi\rangle=\mathbf E\cdot\mathbf J[\psi]=\mathbf J\cdot\rho\mathbf J,\qquad
D(\phi)=\mathbf E\cdot\mathbf J[\phi]=\mathbf J\cdot\rho\mathbf J .
\end{equation}
Since $P$ is symmetric,
\begin{equation}
D(\psi-\phi)=D(\psi)-2\langle\psi,P\phi\rangle+D(\phi)=D(\psi)-\mathbf J\cdot\rho\mathbf J .
\end{equation}
The left side is not negative, so
\begin{equation}
D(\psi)=\mathbf J\cdot\rho\mathbf J+D(\psi-\phi)\;\ge\;\mathbf J\cdot\rho\mathbf J .
\label{main}
\end{equation}
If $\mathbf J=J\mathbf n$ with $J\neq0$ and $\mathbf n$ a unit vector, division by $J^2$ gives Kohler's bound
\begin{equation}
\rho_{nn}=\mathbf n\cdot\rho\,\mathbf n\;\le\;\frac{\langle\psi,P\psi\rangle}{J^2}.
\label{kohler}
\end{equation}
Equality holds when $\psi-\phi$ is a null function, and in no other case. The quotient does not change when $\psi$ is multiplied by a number, so the trial needs a shape but no amplitude. The excess is quadratic in the error $\psi-\phi$, which is why a rough trial can give a fair resistivity.

The proof uses \eqref{be} with a symmetric $P$. A magnetic field adds the Lorentz drift to \eqref{be}. Phonons dragged out of equilibrium need deviation functions of their own. In both cases the proof as given no longer applies.

\section*{(d) Trials with a transverse current}

\textit{In an anisotropic conductor a trial may carry current across $\mathbf n$ as well. What does the quotient $Q_n[\psi]=D(\psi)/(\mathbf n\cdot\mathbf J[\psi])^2$ bound then?}

\textbf{Solution.} Because $\rho$ is positive definite, for every real $\lambda$
\begin{equation}
0\le(\mathbf J-\lambda\sigma\mathbf n)\cdot\rho(\mathbf J-\lambda\sigma\mathbf n)
=\mathbf J\cdot\rho\mathbf J-2\lambda\,\mathbf n\cdot\mathbf J+\lambda^2\sigma_{nn}.
\end{equation}
The choice $\lambda=\mathbf n\cdot\mathbf J/\sigma_{nn}$ gives $\mathbf J\cdot\rho\mathbf J\ge(\mathbf n\cdot\mathbf J)^2/\sigma_{nn}$. With \eqref{main},
\begin{equation}
Q_n[\psi]\ge\frac{1}{\sigma_{nn}} .
\label{weak}
\end{equation}
The exact response to a field along $\mathbf n$ reaches this value, since it has $D=E^2\sigma_{nn}$ and $\mathbf n\cdot\mathbf J=E\sigma_{nn}$. Setting $\mathbf J=\mathbf n$ in the same inequality shows $\rho_{nn}\ge1/\sigma_{nn}$. So $Q_n$ can fall below $\rho_{nn}$, and \eqref{kohler} needs a trial whose current lies along $\mathbf n$. The two quantities describe different experiments: $\rho_{nn}$ applies when no transverse current flows, $1/\sigma_{nn}$ when no transverse field is present. They coincide along a principal axis.

\section*{(e) Entropy production}

\textit{Find the rate at which scattering produces entropy, counting both the electrons and the phonon bath.}

\textbf{Solution.} The electron entropy per volume is
\begin{equation}
s=-\frac{2k_B}{\Omega}\sum_k\big[f\ln f+(1-f)\ln(1-f)\big].
\end{equation}
The derivative of the summand, with its prefactor $-k_B$, with respect to $f$ is $-k_B\ln[f/(1-f)]=(\varepsilon-\mu-\phi)/T$, by \eqref{f}. Collisions change $s$ at the rate
\begin{equation}
\dot s_{\rm el}=\frac{2}{\Omega T}\sum_k(\varepsilon_k-\mu-\phi_k)C_k .
\end{equation}
The term in $\mu$ vanishes because collisions conserve electron number. The energy lost by the electrons heats the bath, whose entropy grows at the rate $\dot s_{\rm bath}=-(2/\Omega T)\sum_k\varepsilon_kC_k$. The energy terms cancel in the sum:
\begin{equation}
\dot s=\dot s_{\rm el}+\dot s_{\rm bath}=-\frac{\langle\phi,C\rangle}{T}\simeq\frac{\langle\phi,P\phi\rangle}{T}=\frac{D(\phi)}{T},
\label{ent}
\end{equation}
to second order in $\phi$. This holds for any small deviation, stationary or not, so $D(\psi)/T$ is the entropy that scattering would produce in the trial state.

The drift produces no electron entropy. Under $\partial f/\partial t=(e/\hbar)\mathbf E\cdot\nabla_kf$ the entropy density in $\mathbf k$ space changes by a total $\mathbf k$-derivative, which integrates to zero over a Brillouin zone, or over all $\mathbf k$ when $f$ vanishes at infinity. In the stationary state $D(\phi)=\mathbf E\cdot\mathbf J$, so the production is $\mathbf E\cdot\mathbf J/T$: the Joule heat divided by the bath temperature. The first-order $\phi$ fixes this total but not its split between electrons and bath. The bath receives all of the heat only when $f$ is stationary to second order in $\mathbf E$, which requires a correction to $\phi$ of order $E^2$ and inelastic scattering; that correction does not change the total at this order.

\section*{(f) Minimum or maximum?}

\textit{In what sense does the solution of the Boltzmann equation make the entropy production extremal?}

\textbf{Solution.} The answer depends on what is held fixed.

\textit{Fixed current.} Dividing \eqref{main} by $T$ gives
\begin{equation}
\frac{D(\psi)}{T}\ge\frac{\mathbf J\cdot\rho\mathbf J}{T}.
\end{equation}
Among all deviations with the given current, the solution produces the least entropy. The bound \eqref{kohler} is this statement divided by $J^2/T$.

\textit{Fixed field.} Admit the trials whose entropy production equals their Joule heat over $T$, that is, $D(\psi)=\mathbf E\cdot\mathbf J[\psi]$. With $\phi_E$ the solution in this field, $\langle\psi,P\phi_E\rangle=\mathbf E\cdot\mathbf J[\psi]=D(\psi)$, and
\begin{equation}
0\le D(\psi-\phi_E)=D(\psi)-2D(\psi)+\mathbf E\cdot\sigma\mathbf E .
\end{equation}
Hence
\begin{equation}
\frac{D(\psi)}{T}\le\frac{\mathbf E\cdot\sigma\mathbf E}{T},
\end{equation}
and the solution produces the most entropy. The balance condition is essential: the unbalanced trial $2\phi_E$ would produce four times as much.

The two statements differ by a rescaling. Let $\psi$ carry current along a principal axis and have quotient $Q$. Scaled to current $j$, it produces $Qj^2/T$. Scaled by $\lambda$ to balance in a field $E$ along the axis, it obeys $\lambda^2D=\lambda EJ$, so $\lambda=EJ/D$, and with $Q=D/J^2$
\begin{equation}
\frac{\lambda^2D}{T}=\frac{E^2J^2}{DT}=\frac{E^2}{QT},\qquad \lambda J=\frac{E}{Q}.
\label{scale}
\end{equation}
A poorer trial has a larger $Q$. It acts as a more resistive conductor, which dissipates more at fixed current and less at fixed field.

\section*{(g) The best combination of several trials}

\textit{Minimize the quotient over $\psi=\sum_ic_i\psi_i$.}

\textbf{Solution.} Let $A_{ij}=\langle\psi_i,P\psi_j\rangle$ and $b_i=\langle\psi_i,\mathbf n\cdot\mathbf X\rangle$, with $b\neq0$ and no combination of the $\psi_i$ a null function, so that $A$ is positive definite. The scale of $c$ is free; fix it by $b^{T}c=1$. Try $c^*=A^{-1}b/(b^{T}A^{-1}b)$ and write $c=c^*+d$ with $b^{T}d=0$. Then
\begin{equation}
c^{T}Ac=c^{*T}Ac^*+\frac{2\,d^{T}b}{b^{T}A^{-1}b}+d^{T}Ad
=\frac{1}{b^{T}A^{-1}b}+d^{T}Ad .
\end{equation}
The least quotient is $1/(b^{T}A^{-1}b)$. Adding a function enlarges the set searched, so the bound cannot rise. If all $\psi_i$ carry current along $\mathbf n$, it bounds $\rho_{nn}$; otherwise \eqref{weak} applies.

\section*{(h) A worked example}

\textit{Apply the results to a two-dimensional electron gas with the band $\varepsilon=\hbar^2k_x^2/2m_x+\hbar^2k_y^2/2m_y$.}

\textbf{Model.} Put $k_x=\sqrt{2m_x\varepsilon}\cos\theta/\hbar$ and $k_y=\sqrt{2m_y\varepsilon}\sin\theta/\hbar$. Then $d^2k=(\sqrt{m_xm_y}/\hbar^2)\,d\varepsilon\,d\theta$, a uniform measure. The rate of scattering into $d\varepsilon'd\theta'/2\pi$ is taken as
\begin{equation}
\begin{aligned}
\frac{1}{(1+q^2/\kappa^2)^2}\Big\{&\frac{\delta(\varepsilon'-\varepsilon)}{\tau_i}
+\frac{1}{\tau_p}\big[N\delta(\varepsilon'-\varepsilon-\hbar\omega)\\
&+(N+1)\delta(\varepsilon'-\varepsilon+\hbar\omega)\big]\Big\},
\end{aligned}
\end{equation}
with $q=|\mathbf k-\mathbf k'|$. The terms describe impurities and the absorption and emission of a phonon. Detailed balance holds because $N/(N+1)=e^{-\beta\hbar\omega}$. The round parameters are $m_x=0.2$ and $m_y=0.8$ electron masses, $T=300$ K ($k_BT=25.85$ meV), $\mu=50$ meV, $\hbar\omega=30$ meV ($N=0.456$), $\kappa=1\ \mathrm{nm}^{-1}$, $\tau_i=0.2$ ps and $\tau_p=0.1$ ps. The electron density is $8.94\times10^{12}\ \mathrm{cm}^{-2}$.

Energies up to 360 meV are divided into 72 cells of 5 meV, and $\theta$ takes 24 equally spaced values, which makes 1728 states. Equation \eqref{be} becomes a set of linear equations, solved directly for $\phi$ odd in $\mathbf k$. The sheet resistivities are
\begin{equation}
\rho_{xx}=254.2\ \Omega\ (2.828\times10^{-10}\ \mathrm{s/cm}),\qquad \rho_{yy}=504.8\ \Omega .
\end{equation}
Cells of 3 meV with 28 angles, at the same cut-off, give 254.2 and $504.7\ \Omega$. The last digit is not converged: with the cut-off raised to 600 meV and the cell width taken to zero the values become 254.1 and $504.6\ \Omega$, and the quotients quoted below move by up to $0.2\ \Omega$. Below, ``exact'' means the solution on the first grid, where the inequalities hold as they stand because the matrix $P$ is symmetric and $D$ is never negative.

\textbf{Bounds on $\rho_{xx}$.} A Fermi distribution displaced along $k_x$ has $\psi\propto v_x\propto k_x$. Its quotient is $283.7\ \Omega$, 11.6\% above the exact value. At equal current, the rms error of this $\psi$, weighted with $-\partial f^0/\partial\varepsilon$, is 33\% of the rms value of $\phi$. Halving the error function lowers the excess to 2.9\%, a quarter, as \eqref{main} requires. The deliberately poor trial $k_x\varepsilon^2$ gives $349.5\ \Omega$.

Another trial uses the out-scattering part of $P$. Write $P=\Gamma-G$ with $\Gamma_k=\beta\sum_{k'}\mathcal P_{kk'}$ and $(G\psi)_k=\beta\sum_{k'}\mathcal P_{kk'}\psi_{k'}$, and take $\psi=X_x/\Gamma$. Neglecting $G$ altogether would give the resistivity $1/J$ with $J=\langle\psi,X_x\rangle$, which is $452.1\ \Omega$. The quotient of the same function keeps $G$:
\begin{equation}
\frac{D(\psi)}{J^2}=\frac{J-\langle\psi,G\psi\rangle}{J^2}=\frac1J-\frac{\langle\psi,G\psi\rangle}{J^2}=260.9\ \Omega .
\end{equation}
The return of scattered electrons thus removes $191.2\ \Omega$, and the bound lies 2.6\% above the exact value.

The method of part (g) with $k_x$ and $k_x\varepsilon$ gives $258.5\ \Omega$; adding $k_x\varepsilon^2$ gives $257.7\ \Omega$. Including these three functions multiplied by $\cos2\theta$ as well gives $255.4\ \Omega$, an excess of 0.5\%.

\textbf{Current at $45^\circ$ to the axes.} Here $\rho_{nn}=(254.2+504.8)/2=379.5\ \Omega$. The exact response to a field along $\mathbf n$ has the quotient
\begin{equation}
Q_n=\frac{1}{\sigma_{nn}}=\frac{2\rho_{xx}\rho_{yy}}{\rho_{xx}+\rho_{yy}}=338.1\ \Omega ,
\end{equation}
which is below $\rho_{nn}$; its transverse current is 0.33 of the longitudinal one in magnitude. For a proper bound, combine $k_x$ and $k_y$ so that the current lies along $\mathbf n$. By reflection symmetry the cross term in $D$ vanishes, and the bound is the mean of the two axial ones. With $564.2\ \Omega$ from $\psi=k_y$, it is $(283.7+564.2)/2=423.9\ \Omega$, above $\rho_{nn}$.

\textbf{Entropy production.} Let $j=1$ A/m flow along $x$. The field is $E=\rho_{xx}j=254.2$ V/m, and the rms value of $\phi/k_BT$, with the same weight as above, is $7.5\times10^{-4}$, so the deviation is small. The solution produces
\begin{equation}
\frac{\rho_{xx}j^2}{T}=\frac{254.2}{300}=0.847\ \mathrm{W\,m^{-2}K^{-1}} .
\end{equation}
The displaced distribution at the same current produces $283.7/300=0.946$ in this unit, which is more. Balanced in the same field, it produces, by \eqref{scale},
\begin{equation}
\frac{E^2}{QT}=\frac{254.2^2}{283.7\times300}=0.759\ \mathrm{W\,m^{-2}K^{-1}} ,
\end{equation}
which is less, and it carries only $254.2/283.7=0.896$ A/m. One trial function thus lies above the minimum at fixed current and below the maximum at fixed field.
